# Long-range order of an FePt film from two X-ray peaks: test program

```python
"""
Result under test: for a stoichiometric L1_0 FePt film,
    S = sqrt( (I001/I002)_measured / (I001/I002)_perfect order ).
S = r_fe + r_pt - 1; r_fe, r_pt = fractions of Fe and Pt sites correctly filled.
I001, I002 = integrated intensities; f = atomic scattering factor (electrons);
q = 4 pi sin(theta)/lambda; s = sin(theta)/lambda; B = thermal parameter.
Lengths are in nm. Lattice, thermal and dispersion values are rough typical ones.
The Moliere screened atom supplies approximate scattering factors.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.special import j0

rng = np.random.default_rng(12)
measured_ratio, perfect_ratio = 1.5, 2.0
a, c, wavelength, B = 0.385, 0.371, 0.15406, 0.005
cells = 28
thickness = cells * c
volume = a * a * c
r_e = constants.physical_constants["classical electron radius"][0] * 1e9
bohr = constants.physical_constants["Bohr radius"][0] * 1e9
dispersion = {26: -1 + 3j, 78: -5 + 7j}
weights = np.array([0.35, 0.55, 0.10])
rates = np.array([0.3, 1.2, 6.0])


def screening(Z):
    return rates / (0.8853 * bohr * Z ** (-1 / 3))


def form_factor(Z, q):
    q = np.asarray(q, dtype=float)
    b2 = screening(Z) ** 2
    return Z * np.sum(weights * b2 / (b2 + q[..., None] ** 2), axis=-1)


def scattering(Z, L):
    return form_factor(Z, 2 * np.pi * np.asarray(L) / c) + dispersion[Z]


def order_parameter(measured, perfect):
    return np.sqrt(measured / perfect)


# Form factor against the Fourier integral of the screened-atom density.
for Z in (26, 78):
    b = screening(Z)
    q = 2 * np.pi / c
    direct = quad(lambda r: Z * np.sum(weights * b**2 * np.exp(-b * r))
                  * np.sin(q * r) / q, 0, 8, limit=400)[0]
    assert abs(direct / form_factor(Z, q) - 1) < 1e-5


def make_film(r_fe, r_pt, atoms_per_layer=1800):
    """True means Fe; even layers are Fe sites, odd layers are Pt sites."""
    count = cells * atoms_per_layer
    fe_sites = np.ones(count, dtype=bool)
    pt_sites = np.zeros(count, dtype=bool)
    fe_sites[rng.permutation(count)[:round((1 - r_fe) * count)]] = False
    pt_sites[rng.permutation(count)[:round((1 - r_pt) * count)]] = True
    film = np.empty((2 * cells, atoms_per_layer), dtype=bool)
    film[0::2] = fe_sites.reshape(cells, -1)
    film[1::2] = pt_sites.reshape(cells, -1)
    return film


def film_amplitude(iron_fraction, L):
    """Sum over layers, two atoms per layer in each lateral unit cell."""
    L = np.atleast_1d(L)
    phases = np.exp(1j * np.pi * np.outer(L, np.arange(2 * cells)))
    fe, pt = scattering(26, L), scattering(78, L)
    return 2 * (fe * (phases @ iron_fraction)
                + pt * (phases @ (1 - iron_fraction)))


def peak_integral(iron_fraction, order, half_width=0.2):
    L = np.linspace(order - half_width, order + half_width, 4001)
    return trapezoid(abs(film_amplitude(iron_fraction, L)) ** 2, L)


# Structure factors from random atom placement, including off-stoichiometry.
for r_fe, r_pt in ((0.70, 0.70), (0.93, 0.93), (0.95, 0.89)):
    film = make_film(r_fe, r_pt)
    x = film.mean()
    S_sites = film[0::2].mean() + (~film[1::2]).mean() - 1
    F1, F2 = film_amplitude(film.mean(axis=1), [1, 2]) / cells
    expected1 = 2 * S_sites * (scattering(26, 1) - scattering(78, 1))
    expected2 = 4 * (x * scattering(26, 2) + (1 - x) * scattering(78, 2))
    assert abs(F1 / expected1 - 1) < 1e-8
    assert abs(F2 / expected2 - 1) < 1e-8

# Recover known order from integrated peaks of finite random films.
S = order_parameter(measured_ratio, perfect_ratio)
perfect_layers = np.tile([1.0, 0.0], cells)
perfect_peaks = [peak_integral(perfect_layers, n) for n in (1, 2)]
recovered = []
for S_known in (0.4, 0.7, S):
    layers = make_film((1 + S_known) / 2, (1 + S_known) / 2).mean(axis=1)
    peaks = [peak_integral(layers, n) for n in (1, 2)]
    S_found = order_parameter(peaks[0] / peaks[1],
                              perfect_peaks[0] / perfect_peaks[1])
    # Finite-thickness tails of the strong 002 peak limit the agreement.
    assert abs(S_found - S_known) < 0.02
    recovered.append((S_known, S_found))

# Thermal factor from explicit random displacements along the film normal.
film = make_film((1 + S) / 2, (1 + S) / 2)
shift = rng.normal(0, np.sqrt(B / (8 * np.pi**2)), film.shape)
layer_number = np.arange(2 * cells)[:, None]
intensity = {}
for moved in (False, True):
    for L in (1, 2):
        f = np.where(film, scattering(26, L), scattering(78, L))
        phase = np.pi * L * layer_number + 2 * np.pi * L / c * shift * moved
        intensity[moved, L] = abs(np.sum(f * np.exp(1j * phase))) ** 2
thermal_direct = ((intensity[True, 1] / intensity[True, 2])
                  / (intensity[False, 1] / intensity[False, 2]))
s1, s2 = 1 / (2 * c), 1 / c
thermal_ratio = np.exp(2 * B * (s2**2 - s1**2))
assert abs(thermal_direct / thermal_ratio - 1) < 0.005

# Reflection by one sheet: sum of spherical waves, weak damping for convergence.
theta = np.arcsin(wavelength * np.array([s1, s2]))
rho = np.linspace(0, 20000, 1000001)
distance = np.sqrt(rho**2 + 1)
for angle in theta:
    wave = trapezoid(2 * np.pi * rho * j0(rho * np.cos(angle))
                     * np.exp((1j - 0.0005) * distance) / distance, rho)
    assert abs(abs(wave) / (2 * np.pi / np.sin(angle)) - 1) < 0.01

# Rocking integral of the finite stack against the thin-film formula.
F_perfect = np.array([2 * abs(scattering(26, 1) - scattering(78, 1)),
                      2 * abs(scattering(26, 2) + scattering(78, 2))])
rocking = (r_e**2 * wavelength**3 * F_perfect**2 * thickness
           / (volume**2 * np.sin(theta) * np.sin(2 * theta)))
for i, order in enumerate((1, 2)):
    limits = np.arcsin(wavelength * np.array([order - 0.4, order + 0.4]) / (2*c))
    angle = np.linspace(*limits, 20001)
    L = 2 * c * np.sin(angle) / wavelength
    stack = np.exp(2j * np.pi * np.outer(L, np.arange(cells))).sum(axis=1)
    sheet = r_e * wavelength * F_perfect[i] / (a**2 * np.sin(angle))
    # The finite angular window removes a small part of the peak tails.
    assert abs(trapezoid(abs(sheet * stack)**2, angle) / rocking[i] - 1) < 0.02

polarization = (1 + np.cos(2 * theta) ** 2) / 2
structure_ratio = (F_perfect[0] / F_perfect[1]) ** 2
lorentz_pol = polarization / np.sin(2 * theta)
lorentz_pol_ratio = lorentz_pol[0] / lorentz_pol[1]
footprint_ratio = np.sin(theta[1]) / np.sin(theta[0])
model_ratio = (rocking[0] * polarization[0] / (rocking[1] * polarization[1])
               * thermal_ratio)
assert abs(model_ratio - perfect_ratio) < 0.3
S_no_footprint = order_parameter(measured_ratio, model_ratio / footprint_ratio)
assert S_no_footprint > 1

# Absorption: closed depth average against direct quadrature.
mu = 2 * r_e * wavelength * 2 * (dispersion[26] + dispersion[78]).imag / volume
path = 2 * mu * thickness / np.sin(theta)
absorption = (1 - np.exp(-path)) / path
for p, factor in zip(path, absorption):
    assert abs(quad(lambda z: np.exp(-p * z), 0, 1)[0] - factor) < 1e-10
S_absorption = S / np.sqrt(absorption[0] / absorption[1])
peak_reflectivity = (r_e * wavelength * F_perfect * thickness
                     / (volume * np.sin(theta))) ** 2
assert max(peak_reflectivity) < 0.01

# Two antiphase boundaries: peak height vanishes, integrated intensity survives.
antiphase = perfect_layers.copy()
antiphase[cells // 2:3 * cells // 2] = 1 - antiphase[cells // 2:3 * cells // 2]
height_ratio = (abs(film_amplitude(antiphase, 1)[0])
                / abs(film_amplitude(perfect_layers, 1)[0])) ** 2
area_ratio = (peak_integral(antiphase, 1, 0.5)
              / peak_integral(perfect_layers, 1, 0.5))
assert height_ratio < 1e-10
assert abs(area_ratio - 1) < 0.05

# Other changes in the inferred order parameter.
x_iron = 0.52
mean_f = abs(x_iron * scattering(26, 2) + (1 - x_iron) * scattering(78, 2))
S_composition = S * mean_f / (F_perfect[1] / 4)
S_max = 1 - abs(2 * x_iron - 1)
extra_B = 0.002
S_static = S * np.exp(-extra_B * (s2**2 - s1**2))
intensity_error = 0.05
S_low = order_parameter(measured_ratio * (1 - intensity_error), perfect_ratio)
S_high = order_parameter(measured_ratio * (1 + intensity_error), perfect_ratio)
round_low = order_parameter(measured_ratio - 0.05, perfect_ratio + 0.05)
round_high = order_parameter(measured_ratio + 0.05, perfect_ratio - 0.05)
spread = 0.10
S_mean = np.sqrt(S**2 - spread**2)
assert abs(np.sqrt(np.mean([(S_mean-spread)**2, (S_mean+spread)**2])) - S) < 1e-12
assert round(S, 2) == 0.87

print(f"Measured I001/I002: {measured_ratio:.1f}")
print(f"Perfect-order I001/I002 (given): {perfect_ratio:.1f}")
print(f"Squared order parameter: {measured_ratio / perfect_ratio:.3f}")
print(f"Order parameter S: {S:.4f}, rounded {S:.2f}")
print(f"Correct site occupation: {(1 + S) / 2:.3f}")
print(f"Misplaced fraction on each site type: {(1 - S) / 2:.3f}")
for known, found in recovered:
    print(f"Random film: S from sites {known:.3f}, from peaks {found:.3f}")
print(f"Lattice a, c: {a:.3f}, {c:.3f} nm (rough)")
print(f"Wavelength: {wavelength:.5f} nm; thickness: {thickness:.2f} nm")
print(f"Thermal parameter B: {B:.3f} nm^2 (rough)")
print(f"Bragg angles 2theta 001, 002: {np.degrees(2*theta[0]):.2f}, "
      f"{np.degrees(2*theta[1]):.2f} deg")
for Z, name in ((26, "Fe"), (78, "Pt")):
    print(f"{name} form factor at 001, 002: {form_factor(Z, 2*np.pi/c):.2f}, "
          f"{form_factor(Z, 4*np.pi/c):.2f} electrons")
    print(f"{name} dispersion f', f'': {dispersion[Z].real:.0f}, "
          f"{dispersion[Z].imag:.0f} electrons (rough)")
print(f"Perfect |F001|, |F002|: {F_perfect[0]:.1f}, {F_perfect[1]:.1f} electrons")
print(f"Squared structure-factor ratio: {structure_ratio:.3f}")
print(f"Lorentz-polarization ratio: {lorentz_pol_ratio:.3f}")
print(f"Footprint ratio: {footprint_ratio:.3f}")
print(f"Thermal ratio: {thermal_ratio:.3f}")
print(f"Estimated perfect-order I001/I002: {model_ratio:.2f}")
print(f"S with footprint omitted from estimate: {S_no_footprint:.2f}")
print(f"S range from input rounding: {round_low:.3f} to {round_high:.3f}")
print(f"S range for {100*intensity_error:.0f}% ratio error: "
      f"{S_low:.3f} to {S_high:.3f}")
print(f"S if Fe fraction is {x_iron:.2f}: {S_composition:.3f}; "
      f"maximum S: {S_max:.2f}")
print(f"S if static disorder adds B = {extra_B:.3f} nm^2: {S_static:.3f}")
print(f"Absorption coefficient: {mu * 1000:.3f} per micrometre")
print(f"S if absorption was omitted from given ratio: {S_absorption:.3f}")
print(f"Kinematic peak reflectivity 001, 002: {100*peak_reflectivity[0]:.3f}, "
      f"{100*peak_reflectivity[1]:.3f} %")
print(f"Mean S if grains differ by +/-{spread:.2f}: {S_mean:.3f}")
print(f"Antiphase film / perfect film, 001 peak height: {height_ratio:.3f}")
print(f"Antiphase film / perfect film, 001 integral: {area_ratio:.3f}")
print("all tests passed")
```

Output:

```
Measured I001/I002: 1.5
Perfect-order I001/I002 (given): 2.0
Squared order parameter: 0.750
Order parameter S: 0.8660, rounded 0.87
Correct site occupation: 0.933
Misplaced fraction on each site type: 0.067
Random film: S from sites 0.400, from peaks 0.408
Random film: S from sites 0.700, from peaks 0.703
Random film: S from sites 0.866, from peaks 0.867
Lattice a, c: 0.385, 0.371 nm (rough)
Wavelength: 0.15406 nm; thickness: 10.39 nm
Thermal parameter B: 0.005 nm^2 (rough)
Bragg angles 2theta 001, 002: 23.97, 49.07 deg
Fe form factor at 001, 002: 21.28, 16.68 electrons
Fe dispersion f', f'': -1, 3 electrons (rough)
Pt form factor at 001, 002: 69.43, 57.70 electrons
Pt dispersion f', f'': -5, 7 electrons (rough)
Perfect |F001|, |F002|: 88.7, 138.2 electrons
Squared structure-factor ratio: 0.411
Lorentz-polarization ratio: 2.388
Footprint ratio: 2.000
Thermal ratio: 1.056
Estimated perfect-order I001/I002: 2.08
S with footprint omitted from estimate: 1.20
S range from input rounding: 0.841 to 0.892
S range for 5% ratio error: 0.844 to 0.887
S if Fe fraction is 0.52: 0.847; maximum S: 0.96
S if static disorder adds B = 0.002 nm^2: 0.857
Absorption coefficient: 0.316 per micrometre
S if absorption was omitted from given ratio: 0.869
Kinematic peak reflectivity 001, 002: 0.123, 0.074 %
Mean S if grains differ by +/-0.10: 0.860
Antiphase film / perfect film, 001 peak height: 0.000
Antiphase film / perfect film, 001 integral: 0.977
all tests passed
```
